# Born estimate of a dielectric's gap reduction and why eigenvalues miss it

Suppose the fundamental gap of a molecule is wanted in a solvent or another polarisable host. A gas-phase calculation is at hand, and a continuum model can be switched on. The decision is whether the HOMO–LUMO eigenvalue gap of that calculation may be reported as the gap in the medium. The alternatives are to compute total energies of the charged species, or to change the exchange functional. The answer depends on an energy that can reach electronvolts and that the eigenvalue gap of a semilocal functional or of an ordinary global hybrid does not contain.

## The estimate on the back of an envelope

The fundamental gap is the removal energy minus the electron affinity,
\[
\Delta=I-A,\qquad I=E(N-1)-E(N),\qquad A=E(N)-E(N+1),
\]
at fixed nuclei. Starting from a neutral molecule, removal makes a cation and addition makes an anion. Either ion polarises the medium and is stabilised by it. Removal becomes cheaper, addition releases more energy, and the gap closes from both sides.

To find the amount, place a charge \(Q\), distributed with spherical symmetry, in a cavity of radius \(R\) surrounded by a medium of dielectric constant \(\epsilon\). In atomic units Gauss's law gives the displacement \(D=Q/r^2\) outside, whatever the medium, and the field there is \(D/\epsilon\). The field energy density is \(D^2/(8\pi\epsilon)\), so the energy outside the cavity is
\[
\int_R^\infty \frac{1}{8\pi\epsilon}\frac{Q^2}{r^4}\,4\pi r^2\,dr
=\frac{Q^2}{2\epsilon}\int_R^\infty\frac{dr}{r^2}
=\frac{Q^2}{2\epsilon R}.
\]
The field inside is the same with and without the medium. Subtracting the vacuum value \(Q^2/(2R)\) leaves the Born energy
\[
E_B(Q)=-\frac{g_0Q^2}{2},\qquad g_0=\frac{1-1/\epsilon}{R}.
\]
This energy includes the work spent in polarising the medium.

Let the solute have charge \(Q\) before anything is removed or added. Removing an electron takes \(Q\) to \(Q+1\), and adding one takes it to \(Q-1\). Hence
\[
\delta I=-\frac{g_0}{2}\left[(Q+1)^2-Q^2\right]=-g_0\left(Q+\tfrac12\right),
\]
\[
\delta A=-\frac{g_0}{2}\left[Q^2-(Q-1)^2\right]=-g_0\left(Q-\tfrac12\right),
\]
and the difference is
\[
\delta\Delta=\delta I-\delta A=-g_0=-\frac{1-1/\epsilon}{R}.
\]
For a neutral molecule \(I\) falls by \(g_0/2\) and \(A\) rises by \(g_0/2\). For a charged one the two changes differ, but the gap reduction is the same.

Take \(R=5\) Å and \(\epsilon=4\). With \(e^2/(4\pi\varepsilon_0)=14.40\) eV Å,
\[
g_0=\frac{0.75\times14.40}{5}\ \text{eV}=2.16\ \text{eV}\quad(0.0794\ \text{hartree}).
\]
The estimate vanishes for \(\epsilon\to1\) and for \(R\to\infty\), and it saturates at \(1/R\) for a perfect conductor. At \(R=5\) Å it is 1.44 eV for \(\epsilon=2\) and 2.84 eV for \(\epsilon=80\), close to the conductor limit \(14.40/5=2.88\) eV. At \(\epsilon=4\), changing the radius to 4 or 6 Å gives 2.70 or 1.80 eV. Since
\[
\frac{\partial\ln g_0}{\partial\ln R}=-1,\qquad
\frac{\partial\ln g_0}{\partial\ln\epsilon}=\frac{1}{\epsilon-1},
\]
a relative error in \(R\) matters three times as much as an equal one in \(\epsilon\) when \(\epsilon=4\). The cavity radius is a model parameter, so the result is an estimate however accurately the solute is treated.

The dielectric constant must describe the part of the medium that follows the charging. If nuclei and molecules of the medium have no time to move, their polarisation stays frozen. It then acts as a fixed potential. The uniform part of that potential contributes a term linear in the solute charge, which cancels from \(E(Q+1)+E(Q-1)-2E(Q)\). The Born reduction of the vertical gap therefore takes the optical, electronic constant. Around a polar solute the frozen polarisation also has a non-uniform part, which can change the gap and is not in this estimate. The static constant belongs to states around which the medium has fully relaxed.

## What the medium does to an arbitrary charge distribution

The eigenvalues require the potential inside the cavity, not just the energy of a spherical ion. Put a unit charge at \(\mathbf r'\) inside, and let \(\gamma\) be the angle between \(\mathbf r\) and \(\mathbf r'\). For \(r>r'\) inside the cavity, each Legendre component of the potential is the direct part plus a regular reaction part. Outside it must decay:
\[
\phi_l^{\rm in}=\frac{r'^l}{r^{l+1}}+a_lr^l,\qquad
\phi_l^{\rm out}=\frac{b_l}{r^{l+1}}.
\]
Continuity of the potential at \(R\), multiplied by \(R^{l+1}\), gives
\[
b_l=r'^l+a_lR^{2l+1}.
\]
Continuity of the normal displacement, multiplied by \(R^{l+2}\), gives
\[
-(l+1)r'^l+l\,a_lR^{2l+1}=-\epsilon(l+1)b_l .
\]
Inserting \(b_l\) and collecting \(a_l\),
\[
[(l+1)\epsilon+l]\,a_lR^{2l+1}=-(l+1)(\epsilon-1)r'^l .
\]
The reaction potential, now valid throughout the cavity, is therefore
\[
G(\mathbf r,\mathbf r')=-\sum_l g_l(rr')^lP_l(\cos\gamma),\qquad
g_l=\frac{(l+1)(\epsilon-1)}{[(l+1)\epsilon+l]R^{2l+1}} .
\]
For \(l=0\) this returns \(g_0=(1-1/\epsilon)/R\). The monopole part does not depend on either position, which is the property on which the rest of the argument turns.

Let \(\rho_c\) be the solute's charge density, nuclei minus electrons, and \(n\) its electron number density. In a mean-field treatment the medium responds to the average \(\rho_c\). For a linear response half of the interaction energy is spent on polarising the medium, so
\[
E_R=\frac12\iint\rho_c(\mathbf r)G(\mathbf r,\mathbf r')\rho_c(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\]
Define \(T_{ij}(\mathbf r)=r_ir_j-\delta_{ij}r^2/3\). Then
\[
\sum_{ij}T_{ij}(\mathbf r)T_{ij}(\mathbf r')=(\mathbf r\cdot\mathbf r')^2-\frac{r^2r'^2}{3},
\]
which is \(\tfrac23(rr')^2P_2\). With total charge \(Q\), dipole \(\boldsymbol\mu\) and quadrupole \(\Theta_{ij}=\int\rho_cT_{ij}\,d\mathbf r\),
\[
E_R=-\frac12\Big[g_0Q^2+g_1|\boldsymbol\mu|^2+\frac32g_2\sum_{ij}\Theta_{ij}^2+\cdots\Big].
\]
The first term is the Born energy, now without the assumption of a spherical charge distribution. The others are corrections for shape and position.

## Why the eigenvalue gap does not close

Add \(E_R\) to the energy functional of the solute. An electron carries charge \(-1\), so \(\delta\rho_c=-\delta n\), and the additional one-electron potential is
\[
v_R(\mathbf r)=\frac{\delta E_R}{\delta n(\mathbf r)}
=-\int G(\mathbf r,\mathbf r')\rho_c(\mathbf r')\,d\mathbf r'
\]
\[
\phantom{v_R(\mathbf r)}=g_0Q+g_1\,\mathbf r\cdot\boldsymbol\mu
+\frac32g_2\sum_{ij}T_{ij}(\mathbf r)\Theta_{ij}+\cdots .
\]
Keep the monopole. A constant potential changes no orbital, so the density and the density matrix stay as they were. A semilocal exchange-correlation potential, which depends on the density and its local derivatives, is unchanged. So is a fixed fraction of Fock exchange built with the bare interaction \(1/|\mathbf r-\mathbf r'|\). The gas-phase orbitals remain self-consistent, and every eigenvalue \(\lambda_i\) moves by the same amount:
\[
\delta\lambda_i=g_0Q,\qquad
\delta(\lambda_{\rm LUMO}-\lambda_{\rm HOMO})=0 .
\]
For a neutral solute even the common shift is zero. The argument holds for any fixed exchange fraction, including Hartree–Fock with 100%. More bare exchange changes the gas-phase gap, but does not tell it about \(\epsilon\).

The higher terms of \(v_R\) can move the two levels differently. A strongly polar molecule may therefore show some solvent dependence of its eigenvalue gap. That change follows the dipole and higher multipoles of the ground state and is not the Born reduction, which survives when all ground-state multipoles vanish.

The missing energy can be located by comparing slopes with steps. Let orbital \(i\) have occupation \(n_i\). When \(n_i\) changes, the orbitals relax, but this relaxation does not contribute to first order: with \(h\) the self-consistent one-electron operator,
\[
\sum_jn_j\left(\langle\delta\varphi_j|h|\varphi_j\rangle+{\rm c.c.}\right)
=\sum_jn_j\lambda_j\,\delta\langle\varphi_j|\varphi_j\rangle=0,
\]
because the orbitals stay normalised. What remains is the explicit dependence on \(n_i\), which is Janak's theorem,
\[
\frac{\partial E}{\partial n_i}=\langle\varphi_i|h|\varphi_i\rangle=\lambda_i .
\]
An eigenvalue is thus a slope of the total energy at the ground state. With total nuclear charge \(Z\) and \(Q=Z-N\), the slope of the Born term is
\[
\frac{d}{dN}\left[-\frac{g_0}{2}(Z-N)^2\right]=g_0Q .
\]
The real process is a whole step. To follow \(-I\) and \(-A\), the HOMO and LUMO would have to move by
\[
-\delta I=g_0\left(Q+\tfrac12\right),\qquad
-\delta A=g_0\left(Q-\tfrac12\right).
\]
Compared with these targets, the eigenvalues leave the HOMO too low by \(g_0/2\) and the LUMO too high by \(g_0/2\). The two halves make up the missing \(g_0\).

This also bounds the criticism. The functional's total energies, evaluated with the medium for the \(N-1\), \(N\) and \(N+1\) electron states, contain \(E_B\) at each integer charge. Their differences include the Born reduction, whatever other errors they have. It is the identification of ground-state eigenvalues with removal and addition energies that loses it.

## What exchange must know about the medium

An eigenvalue gap can respond if the interaction inside the exchange term is screened too. Let \(\gamma_\sigma(\mathbf r,\mathbf r')\) be the density matrix for spin \(\sigma\), and add a fraction \(a\) of exchange with the reaction interaction:
\[
E_x^R=-\frac a2\sum_\sigma\iint|\gamma_\sigma(\mathbf r,\mathbf r')|^2
G(\mathbf r,\mathbf r')\,d\mathbf r\,d\mathbf r'.
\]
Its operator acts on an orbital as
\[
(K\varphi)(\mathbf r)=-a\int\gamma_\sigma(\mathbf r,\mathbf r')
G(\mathbf r,\mathbf r')\varphi(\mathbf r')\,d\mathbf r'.
\]
For the monopole, \(G=-g_0\) leaves the integral, and \(K=a\,g_0P_\sigma\), where \(P_\sigma\) projects onto the occupied orbitals. Occupied levels rise by \(ag_0\) and empty ones do not move. The eigenvalue gap closes by \(ag_0\), and the full Born reduction needs \(a=1\).

The same conclusion follows from the curvature. Put a fraction \(f\) of an electron in the frontier orbital above \(N_0\) fully occupied spin orbitals. Apart from terms linear in \(f\), the medium contributes
\[
-\frac{g_0}{2}(N_0+f)^2+\frac{a g_0}{2}(N_0+f^2).
\]
The second derivative is \(-(1-a)g_0\). At \(a=1\) the medium's part of the energy is a straight line between integers, so its slope and its whole step agree.

One contribution to the absolute levels is still absent. If the medium follows the instantaneous electron number, \(N^2=N+N(N-1)\) splits \(-g_0N^2/2\) into a self-term and a pair term. Hartree plus full exchange gives the pair term, since
\[
-\frac{g_0N^2}{2}+\frac{g_0N}{2}=-\frac{g_0}{2}N(N-1).
\]
The self-term \(-g_0N/2\), known as the Coulomb-hole term, lowers every level by \(g_0/2\). With it the HOMO shift becomes \(g_0Q+g_0-g_0/2=g_0(Q+\tfrac12)\) and the LUMO shift \(g_0Q-g_0/2=g_0(Q-\tfrac12)\), as required. This monopole part cancels from the gap. The higher multipoles of the Coulomb-hole term, \(-\tfrac12\sum_{l\ge1}g_lr^{2l}\), depend on position and lower a diffuse empty level more than a compact occupied one; for the H3+ example below, the dipole and quadrupole parts evaluated with fixed Hartree–Fock orbitals would close the gap by a further 0.13 eV or so.

The connection with dielectric-dependent hybrids appears in the interaction between two charges a distance \(R\) apart in the cavity, with the monopole reaction included:
\[
\frac1R-g_0=\frac1R-\frac{1-1/\epsilon}{R}=\frac{1}{\epsilon R}.
\]
With the monopole alone, the interaction at a separation equal to the cavity radius has been reduced to its macroscopically screened value. This is exact when one charge sits at the centre; for other placements the higher multipoles change it, for example to about \(0.38/R\) instead of \(0.25/R\) for charges at \(\pm R/2\) along a diameter with \(\epsilon=4\). This motivates a range-separated hybrid whose long-range exchange fraction is 1 in vacuum and \(1/\epsilon\) in the medium. It is a scaling argument: it fixes neither the separation length nor the accuracy of a particular functional.

## Comparison for H3+

The ion H3+ is a convenient example because \(Q=1\): its eigenvalues must move visibly, yet together. Its removal and addition products, H3(2+) and H3, have one and three electrons, so all three states can be treated by full configuration interaction (full CI). The cavity again has \(R=5\) Å and \(\epsilon=4\), round values for an inert model continuum. The nuclei are held in the equilateral geometry that minimises the full CI energy of H3+ in the aug-cc-pVDZ basis, with a side of 0.90 Å (the cc-pVTZ basis gives 0.875 Å).

For the reference, reaction energies up to the quadrupole are evaluated with the gas-phase full CI densities, which is first order in the medium. The energies below are in eV. The absolute values are not converged with basis: in cc-pVTZ the gas-phase \(I\) is about 0.1 eV higher at the same geometry and about 0.6 eV higher (33.45 eV) at the reoptimised geometry. The monopole part of the changes does not depend on the basis.

| Full CI | Gas | Medium | Change |
|---|---:|---:|---:|
| \(I\) | 32.83 | 29.59 | −3.24 |
| \(A\) | 6.01 | 4.93 | −1.08 |
| \(I-A\) | 26.82 | 24.66 | −2.16 |

The Born formulas give \(\delta I=-1.5\times2.16=-3.24\) eV and \(\delta A=-0.5\times2.16=-1.08\) eV. This agreement must be read with care. The monopole energy depends on the charge alone, so it enters the reference exactly as it enters the estimate. The comparison measures the dipole and quadrupole corrections, which change the gap reduction by about 0.002 eV here. They are this small because the cavity is much larger than the ion and \(g_l\) falls as \(R^{-(2l+1)}\); a solute that fills its cavity need not have such small corrections. The coefficients \(g_0,g_1,g_2\) are tested separately against a numerical solution of Poisson's equation.

The reference omits basis functions beyond aug-cc-pVDZ, nuclear motion, the response of the solute's density to the medium, and the atomic structure of the medium. About 0.003 electrons, out of the three in H3, lie outside the cavity; the multipole formula treats them as if they were inside. A more diffuse added electron would undermine the assumption of a constant monopole potential.

The eigenvalue calculations use a self-consistent reaction field with the same multipoles:

| Method | Gas gap (eV) | Gap reduction (eV) |
|---|---:|---:|
| PBE | 16.1 | −0.0002 |
| PBE0 | 19.0 | −0.0003 |
| Hartree–Fock | 26.8 | −0.0005 |

The negative signs mean that the gaps widen in this model, by less than 0.001 eV. Only the smallness is significant: about 0.004 of the Hartree–Fock LUMO lies outside the cavity, and using the decaying exterior reaction potential there turns its entry into +0.0004 eV. The monopole cancels from these gaps exactly, and the remainder is this small because equilateral H3+ has no dipole and the cavity is much larger than the ion. HOMO and LUMO each rise by 2.16 eV, which is \(g_0Q\). Hartree–Fock is instructive: in this basis its gas-phase gap lies within 0.1 eV of the full CI gap (a margin no larger than the basis dependence of \(I\)), but in the medium it is too large by \(26.76-24.66=2.10\) eV. Agreement in the gas phase does not carry over to the medium.

Total energies behave differently. The PBE and PBE0 removal energies, computed as differences between H3(2+) and H3+, both fall by 3.24 eV. The upward HOMO shift accounts for 2.16 eV of this, and the remaining 1.08 eV is the half-step \(g_0/2\). A fractional-occupation test confirms the slope interpretation: in the medium the PBE energy slope and the HOMO eigenvalue are both −24.02 eV.

Putting the reaction interaction into Hartree–Fock exchange at full strength reduces the eigenvalue gap by 2.15 eV, against the monopole value of 2.16 eV. The HOMO rises by 4.32 eV, or \(2g_0\), and the LUMO by 2.17 eV. The slight excess in the LUMO has the sign expected from the higher multipoles. At fixed orbitals their exchange contribution to an empty level is a sum of positive coefficients times squared transition moments, so it can only raise that level. In PBE0, a quarter of the reaction exchange gives a reduction of 0.54 eV, equal to \(0.25\times2.16\) eV at this precision.

## Making the decision

If the product \((1-1/\epsilon)\times14.40/R\), with \(R\) in Å and the result in eV, is small compared with the accuracy wanted, the Born reduction may be ignored and the gas-phase number kept, provided that number is itself a sound fundamental gap; for H3+ the PBE eigenvalue gap of 16.1 eV lies more than 10 eV below the full CI gap of 26.8 eV. Otherwise there are three consistent routes: subtract the Born estimate from a sound gas-phase fundamental gap, take total-energy differences in the continuum, or use a functional whose gas-phase eigenvalue gap is already a sound fundamental gap and whose exchange is screened by the medium at full strength (\(a=1\); a smaller fraction recovers only \(ag_0\)). Screening supplies only the shift: applied to PBE for H3+ it would give \(16.07-2.16\approx13.9\) eV, still far below 24.66 eV. The Born estimate should not be subtracted from either of the last two, because they already contain the effect.

All of this presumes that the added charge stays on the molecule. If the electron or hole spreads into the host, or if orbitals of the two mix strongly, there is no closed cavity with an integer charge, and the radius loses its meaning. An elongated molecule, or a charge localised near one end, calls for a cavity of the proper shape or for higher multipoles. Even for a compact solute in an inert host, a relative error in \(R\) passes in full to the Born estimate, which should therefore be quoted with a range of radii. For a polar solute the dipole term should be checked as well.

## Computed values

```
cavity radius R: 5.0 Angstrom
dielectric constant eps: 4.0
optimised H-H side of H3+: 0.901 Angstrom
Born gap reduction g0: 2.160 eV
Born gap reduction g0 (second unit): 0.07938 hartree
half of g0: 1.080 eV
full CI removal energy, gas: 32.828 eV
full CI affinity, gas: 6.006 eV
full CI gap, gas: 26.822 eV
full CI removal energy, medium: 29.588 eV
full CI affinity, medium: 4.929 eV
full CI gap, medium: 24.660 eV
full CI gap reduction, l=0,1,2: 2.162 eV
part of it beyond the monopole: 0.002 eV
dipole of H3 state: 0.228 e bohr
H3 electrons outside cavity: 0.00379 electrons
PBE eigenvalue gap, gas: 16.070 eV
PBE eigenvalue gap, medium: 16.070 eV
PBE gap reduction: -0.0002 eV
PBE HOMO shift: 2.160 eV
PBE LUMO shift: 2.160 eV
PBE0 eigenvalue gap, gas: 18.955 eV
PBE0 eigenvalue gap, medium: 18.955 eV
PBE0 gap reduction: -0.0003 eV
PBE0 HOMO shift: 2.160 eV
PBE0 LUMO shift: 2.160 eV
HF eigenvalue gap, gas: 26.759 eV
HF eigenvalue gap, medium: 26.759 eV
HF gap reduction: -0.0005 eV
HF HOMO shift: 2.160 eV
HF LUMO shift: 2.161 eV
PBE total-energy removal shift: -3.240 eV
PBE0 total-energy removal shift: -3.240 eV
Born removal shift for Q=1: -3.240 eV
PBE slope dE/dN in medium: -24.023 eV
PBE HOMO in medium: -24.023 eV
HF + reaction exchange, gap reduction: 2.146 eV
HF + reaction exchange, HOMO shift: 4.320 eV
HF + reaction exchange, LUMO shift: 2.174 eV
PBE0 + reaction exchange, gap reduction: 0.536 eV
PBE0 + reaction exchange, HOMO shift: 2.700 eV
PBE0 + reaction exchange, LUMO shift: 2.164 eV
Born reduction, R=4 Angstrom, eps=4: 2.700 eV
Born reduction, R=6 Angstrom, eps=4: 1.800 eV
Born reduction, R=5 Angstrom, eps=2: 1.440 eV
Born reduction, R=5 Angstrom, eps=80: 2.844 eV
```
